The energy of a product of strongly orthogonal geminals, part 2

The wave function Ψ is the normalized antisymmetrized product of N normalized two-electron functions, the geminals, labelled K or L. Their antisymmetric coefficient matrices satisfy (C^K)† C^L = 0 for K ≠ L (strong orthogonality). By Arai's theorem each geminal then has its own orbital subspace, orthogonal to all others. With γ^K = C^K (C^K)†, the electronic energy is

E = Σ_K E_K + Σ_{K<L} E_KL,  (7)

E_K = Σ_pq h_pq γ^K_qp + ½ Σ_pqrs <pq|rs> C^K_pq* C^K_rs,  (8)

E_KL = Σ_pqrs (<pq|rs> − <pq|sr>) γ^K_rp γ^L_sq.  (9)

Here p, q, r, s are spin orbitals, h is the one-electron Hamiltonian, and <pq|rs> is the electron repulsion integral in which p and r belong to electron 1. Expectation values of number-conserving operators from different subspaces factorize.

Every geminal is now a real singlet in natural form,

|K> = Σ_{i∈K} c_i a†_iα a†_iβ |vac>,  Σ_{i∈K} c_i² = 1,  (13)

where i, j, l denote real spatial orbitals φ_i, with spin α or β. The nonzero coefficients are C^K_{iα,iβ} = c_i and C^K_{iβ,iα} = −c_i. The matrix γ^K is diagonal, with the value c_i² for either spin, so orbital i holds 2c_i² electrons. The spatial integrals are

J_ij = ∫∫ φ_i(1)² (1/r₁₂) φ_j(2)² d1 d2,

K_ij = ∫∫ φ_i(1)φ_j(1) (1/r₁₂) φ_i(2)φ_j(2) d1 d2,

so K_ii = J_ii. K with two orbital indices is an integral; K alone labels a geminal.

The task is to express the energy through the c_i, find equations for them, and see what the product misses in carbon monoxide at 1.15 Å in the STO-3G basis.

In the closing output, APSG means the geminal product. The Arai test solves (C^1)† C = 0 for a random C^1. The random models compare (7), "formula E", with the expectation value of the Hamiltonian divided by the norm <Ψ|Ψ>, "Fock-space E".

**Theorem 2.** For singlet geminals in natural form,

E = Σ_K [2 Σ_{i∈K} c_i² h_ii + Σ_{i,j∈K} c_i c_j K_ij] + Σ_{K<L} E_KL,  (14)

E_KL = 2 Σ_{i∈K} Σ_{j∈L} c_i² c_j² (2J_ij − K_ij).  (15)

*Proof.* The one-electron part is h_ii c_i², counted once for each spin.

In the repulsion within a geminal, p and q are the same spatial orbital i with opposite spins, and r and s are the same spatial orbital j with opposite spins. The integral vanishes unless p and r have equal spin, which also makes the spins of q and s equal. The spatial integral is

∫∫ φ_i(1)φ_i(2) (1/r₁₂) φ_j(1)φ_j(2) d1 d2 = K_ij.

If p has spin α, the coefficients are c_i and c_j. If it has spin β, they are −c_i and −c_j. Both products equal c_i c_j, and the two spin choices cancel the factor ½.

Between geminals the density matrices are diagonal, so r = p, with spatial orbital i, and s = q, with spatial orbital j. The direct integral is J_ij for each of the four spin combinations. The exchange integral <pq|qp> is K_ij when the spins are equal, which happens twice, and zero otherwise. The sum is 4J_ij − 2K_ij = 2(2J_ij − K_ij), multiplied by c_i² c_j². ∎

*Limiting case: one orbital per geminal.* Then c_i = 1 and E = Σ_i (2h_ii + J_ii) + Σ_{i≠j} (2J_ij − K_ij), where the last sum runs over ordered pairs. Because 2J_ii − K_ii = J_ii, this is

E = 2 Σ_i h_ii + Σ_ij (2J_ij − K_ij),

the energy of a closed-shell determinant. Hartree–Fock theory is thus contained in (14), and for carbon monoxide the formula reproduced the independently computed Hartree–Fock energy.

**Signs and the breaking of a bond.** The amplitudes enter (14) with their signs in a single place, the repulsion inside a pair. For two orbitals this repulsion is

c_1² J_11 + c_2² J_22 + 2c_1c_2 K_12.

The integral K_12 is the electrostatic self-repulsion of the charge distribution φ_1φ_2 and is positive. All other terms contain squares, so for given occupations the energy is lowest when c_1 and c_2 have opposite signs.

The effect of the sign is plain in a stretched bond between two distant orbitals a and b. Let φ_1 = (a + b)/√2, φ_2 = (a − b)/√2 and c_1 = −c_2 = 1/√2. The spatial part of the geminal is

(1/√2)[φ_1(1)φ_1(2) − φ_2(1)φ_2(2)] = (1/√2)[a(1)b(2) + b(1)a(2)].

The terms a(1)a(2) and b(1)b(2) have cancelled, and each centre holds one electron. With c_2 = 0 they would keep half of the total weight however far apart the centres are.

**Proposition 3 (pair equations).** At fixed orbitals, E is stationary with respect to the amplitudes of geminal K when

Σ_{j∈K} H^K_ij c_j = ε_K c_i,  (16)

H^K_ij = δ_ij [2h_ii + 2 Σ_{l∉K} c_l² (2J_il − K_il)] + K_ij.

If this holds for every geminal, then

E = Σ_K ε_K − Σ_{K<L} E_KL.  (17)

*Proof.* Collect from (14) and (15) all terms that contain amplitudes of K. They are Σ_ij c_i H^K_ij c_j, with the other geminals held fixed. Adding −ε_K (Σ_i c_i² − 1) for the normalization and differentiating with respect to c_i gives (16), since H^K is symmetric. Multiplying (16) by c_i and summing gives

ε_K = E_K + Σ_{L≠K} E_KL.

In the sum over K, each interaction appears twice. Subtracting it once gives (17). ∎

The lowest eigenvector of H^K minimizes the energy when the other geminals are fixed. Their occupations enter H^K, however, so the equations for different geminals are coupled and have to be solved together. Each pair is treated as a two-electron problem in the mean field of the others.

For two orbitals let Δ = H^K_22 − H^K_11 and t = c_2/c_1. Dividing the two rows of (16) by c_1 and c_2 respectively gives

H^K_11 + K_12 t = ε_K,  H^K_22 + K_12/t = ε_K.  (18)

Their difference is Δ = K_12 (t − 1/t). This equation has two roots, one for each eigenvector. When Δ is positive and K_12 is small compared with it, the lower eigenvector has a small t, with t ≈ −K_12/Δ to leading order. The mixing is set by the ratio of the coupling to the energy cost of promoting the pair.

**Carbon monoxide.** The STO-3G basis has ten spatial orbitals for fourteen electrons. Four geminals have one σ orbital each. The other three have two orbitals each and describe the σ bond and the two π bonds. Orbitals and amplitudes were varied together, with σ, π_x and π_y orbitals not allowed to mix, and the lowest result from three starting choices of the σ bond was kept. The energy is therefore an upper bound to the best energy of this type of wave function in this basis.

The amplitudes are

σ: c_1 = 0.99822, c_2 = −0.05963,

π_x and π_y: c_1 = 0.98797, c_2 = −0.15463.

All second amplitudes are negative, as required. The second π_x orbital holds 2c_2² = 0.048 electrons, the second σ orbital 0.007. By (18), Δ/K_12 = t − 1/t is 6.2 for a π pair and 16.7 for the σ pair. Relative to its coupling, promotion costs much more in the σ bond.

The energy of the π_x pair can be followed by hand. Its occupations per spin are c_1² = 0.97609 and c_2² = 0.02391, and the integrals are, in hartree,

h_11 = −8.480308, h_22 = −7.474356,

J_11 = 0.656570, J_22 = 0.589294, K_12 = 0.170342.

The one-electron part is

2[0.97609 (−8.480308) + 0.02391 (−7.474356)] = −16.9125 hartree.

The repulsion inside the pair is

0.97609 (0.656570) + 0.02391 (0.589294) − 2(0.98797)(0.15463)(0.170342)

= 0.64087 + 0.01409 − 0.05205 = 0.6029 hartree.

The pair energy E_K is the sum, −16.3096 hartree.

For the same first orbital doubly occupied, E_K would be 2h_11 + J_11 = −16.3040 hartree. Mixing in the second orbital lowers E_K by only 0.00555 hartree: the repulsion falls by 0.05365, but the one-electron energy rises by 0.04810. The full gain in the fixed field of the other geminals follows from (18),

ε_K − H^K_11 = K_12 c_2/c_1 = 0.170342 (−0.1565) = −0.02666 hartree.

The remaining 0.0211 hartree must come from the field term in H^K: the second orbital is repelled less by the other geminals than the first. For this π pair, in these orbitals, the reduced repulsion supplies about four fifths of the gain; the share is not a general rule for other pairs. A pair energy taken in isolation would not have shown it.

The interaction of the π_x and π_y pairs needs four combinations of orbitals. With the first index for π_x and the second for π_y, the values of 2J_ij − K_ij are

11: 2(0.599336) − 0.028617 = 1.170055 hartree,

12 and 21: 2(0.517578) − 0.016702 = 1.018454 hartree,

22: 2(0.538271) − 0.025511 = 1.051031 hartree.

Weighted with the products of occupations, (15) gives

E_KL = 2[0.95275 (1.170055) + 2(0.02334)(1.018454) + 0.00057 (1.051031)]

= 2[1.1148 + 0.0475 + 0.0006] = 2.3258 hartree.

Summed over all geminals, and with the nuclear repulsion added, the energy is

−196.103551 + 11.405348 + 51.324725 + 22.087397 = −111.286081 hartree.

The four terms are the one-electron energy, the repulsion inside geminals, the interaction between geminals and the nuclear repulsion. The second and third terms separately, and with them the sum of the pair eigenvalues below, depend on how the four doubly occupied σ orbitals are mixed among themselves, which leaves Ψ unchanged; the sum of these two terms does not depend on it. The pair eigenvalues give the same total through (17):

−82.048753 − 51.324725 + 22.087397 = −111.286081 hartree.

**What the product leaves out.** Multiplying out the geminals gives 2·2·2 = 8 determinants, because three pairs have a choice of two orbitals. In each determinant every spatial orbital is doubly occupied or empty. The number of singly occupied orbitals is called the seniority, and here it is zero.

The seniority-zero determinants for seven pairs in ten orbitals number 120. Free variation of all their coefficients cannot give a higher energy than Ψ, which is one particular choice, and full CI cannot give a higher energy than that. In hartree, the computed sequence is

Hartree–Fock: −111.2254,

geminal product: −111.2861,

seniority-zero CI in the same orbitals: −111.2946,

full CI: −111.3690.

The geminal product gains 0.0607 hartree, or 1.65 eV, out of 0.1436. Releasing the product form within seniority zero gains another 0.0085. It admits the transfer of pairs between subspaces and amplitudes that are not products. In these orbitals the last 0.0743 hartree, about half of the total, comes from states with singly occupied orbitals. This division belongs to the orbitals chosen, and Ψ does not fix them completely: the four σ orbitals of the one-orbital geminals are all doubly occupied and can be mixed among themselves without changing Ψ or its energy, while the seniority-zero CI energy shifts by more than 0.01 hartree under such mixing: values from about −111.288 to −111.300 hartree occur, and −111.299 results when these four orbitals diagonalize the Fock matrix. The values 0.0085 and 0.0743 refer to the particular mixing at which the optimization ended. Over other choices the first ranges from about 0.002 to 0.014 and the second from about 0.081 to 0.069 hartree; only their sum is fixed by Ψ. A rotation of the orbitals changes which states have seniority zero, while the full CI energy stays the same.

Part of the missing correlation can be read from (15). It contains occupations alone, so the electrons of one geminal respond to the average distribution of another and not to its momentary arrangement. The Hamiltonian can excite one electron from each of two geminals into empty orbitals at the same time. Such states have four singly occupied orbitals, or two if both electrons enter the same orbital, and they are absent from Ψ. How much of the 0.0743 hartree they account for was not computed.

Factorization also limits the description of broken multiple bonds. Suppose that two singlet pairs are stretched until each leaves one electron on the same atom, with spins **s**_1 and **s**_2. The two electrons belong to different geminals, so

<**s**_1·**s**_2> = <**s**_1>·<**s**_2> = 0,

because the mean spin in a singlet pair is zero. If the atom is to be left in a triplet state of these two electrons, the required value is ½[S(S + 1) − 3/2] = ½(2 − 3/2) = ¼. A product of singlet geminals cannot supply it. Each bond separates correctly by itself, but the spins left on the atom are not coupled to each other.

The energies for carbon monoxide refer to one distance and a minimal basis. The full CI value is the limit of that basis and not the energy of the real molecule, so the share of 42 percent should not be carried over to larger basis sets. With the same three two-orbital geminals the lowering below Hartree–Fock changes little, to about 0.065 hartree in the 6-31G basis and 0.062 hartree in cc-pVDZ, but the correlation energy, estimated by CCSD(T) with all electrons correlated, grows to about 0.22 and 0.31 hartree, and the share falls to about 29 and 20 percent. The numerical output follows.

Computed values

```
Arai test: orbital space dimension 8 , empty orbitals 4
Arai test: independent solutions found 6
Arai test: largest component outside = 1.9e-15
Random model, three strongly orthogonal geminals (model units):
  norm 1.00000000, Fock-space E 4.09477457
  formula E 4.09477457
Random model, two geminals with zero overlap only (model units):
  norm 0.631969, Fock-space E 1.958719
  formula E 3.489447
CO, STO-3G, distance = 1.15 angstrom; energies in hartree
Orbitals 10 , geminals 7 , determinants in APSG 8
sigma: c1 = 0.998220, c2 = -0.059633, electrons 1.99289 and 0.00711
pi_x: c1 = 0.987973, c2 = -0.154627, electrons 1.95218 and 0.04782
pi_y: c1 = 0.987973, c2 = -0.154627, electrons 1.95218 and 0.04782
pi_x: h11 = -8.480308, h22 = -7.474356 hartree
pi_x: J11 = 0.656570, J22 = 0.589294, K12 = 0.170342 hartree
pi_x: one-electron part = -16.912512 hartree
pi_x: repulsion inside pair = 0.602916 hartree
pi_x: own pair energy = -16.309595 hartree
pi_x orbital 1, pi_y orbital 1: J = 0.599336, K = 0.028617 hartree
pi_x orbital 1, pi_y orbital 2: J = 0.517578, K = 0.016702 hartree
pi_x orbital 2, pi_y orbital 1: J = 0.517578, K = 0.016702 hartree
pi_x orbital 2, pi_y orbital 2: J = 0.538271, K = 0.025511 hartree
pi_x with pi_y: interaction = 2.325821 hartree
sigma: pair eigenvalue = -2.370007 hartree
pi_x: pair eigenvalue = -1.777834 hartree
pi_y: pair eigenvalue = -1.777834 hartree
Sum of all pair eigenvalues = -82.048753 hartree
One-electron energy = -196.103551 hartree
Repulsion inside geminals = 11.405348 hartree
Interaction between geminals = 51.324725 hartree
Nuclear repulsion = 22.087397 hartree
APSG energy, formula = -111.28608111 hartree
APSG energy, explicit determinants = -111.28608111 hartree
Hartree-Fock energy = -111.225393 hartree
Seniority-zero CI, same orbitals = -111.294626 hartree
Full CI energy, same basis = -111.368950 hartree
APSG lowering below Hartree-Fock = 0.060688 hartree = 1.6514 eV
Share of full-CI correlation energy = 42.27 percent
```
